# Interface charge and the effective work function of a bevelled oxide stack, part 1

(Sections cited here and not found follow in the second part.)

## First half: from one charged sheet to the intercept of a bevel

### The decision that hangs on the result

A transistor simulation needs a number for the gate work function. Suppose the available number was extracted from capacitors with 3 nm of hafnia, and the transistor to be simulated has 2 nm. May the number be carried over unchanged?

If the gate work function was altered by a dipole of fixed strength, it may. If it was altered by charge lying between the hafnia and the silicon dioxide beneath it, it must be corrected, because the shift caused by that charge is proportional to the equivalent thickness of the hafnia. In the example worked out below, the two hafnia thicknesses require work functions that differ by 0.045 eV.

The extraction uses a bevelled oxide: silicon dioxide is given a series of thicknesses across a wafer, and hafnia of one fixed thickness covers all of them. The flat-band voltage of each capacitor is plotted against total equivalent oxide thickness, and a straight line is extended to zero thickness. The question is what that intercept contains.

### Conventions and the meaning of flat band

The algebra is in atomic units: the elementary charge, the electron mass and the reduced Planck constant are one, and the electron has charge $-1$. Permittivities $\kappa$ are relative to vacuum. Numbers are given in nm, eV, V, cm$^{-2}$ and MV/cm. An energy in eV and the corresponding potential in V have the same numerical value.

The stack is treated as one-dimensional, with linear dielectrics and no current. The coordinate $z$ runs from the gate surface at $z=0$ to the silicon surface at $z=L$. Let $\phi$ be the electrostatic potential, $E=-\phi'$ the field, $\rho$ the density of fixed charge, and $D=\kappa E$. Gauss's law is then

$$D'=4\pi\rho. \tag{1}$$

At flat band the silicon is neutral and its bands are level up to the surface. The field in the silicon therefore vanishes, and $D=0$ immediately beyond $z=L$. Charge at the oxide-silicon interface is counted as lying on the insulator side of that point.

The applied voltage is fixed by the two Fermi levels. An electron at potential $\phi$ has electrostatic energy $-\phi$. With $W_0$ the work function of the gate and $W_s$ that of the silicon,

$$E_{F,\rm gate}=-\phi(0)-W_0,\qquad E_{F,\rm Si}=-\phi(L)-W_s. \tag{2}$$

A positive gate voltage lowers the energy of electrons in the gate, so $V=-(E_{F,\rm gate}-E_{F,\rm Si})$. Hence

$$V_{FB}=W_0-W_s+\phi(0)-\phi(L). \tag{3}$$

Microscopic potential steps at the interfaces that do not depend on any layer thickness are included in $W_0$. It is thus the gate work function belonging to this stack of materials, and need not equal the value for the bare metal in vacuum. The potential difference left in (3) comes from the remaining fixed charge.

A first limit is immediate. Without fixed charge, (1) and the flat-band condition give $D=0$ throughout the insulator. The potential is constant, and $V_{FB}=W_0-W_s$ for every thickness.

### One insulator, one charged sheet

Take a single dielectric of permittivity $\kappa$ containing $N$ positive elementary charges per area, all at distance $a$ from the gate. Integrating (1) across the sheet gives

$$D(a^+)-D(a^-)=4\pi N.$$

Between the sheet and the silicon there is no charge, and $D$ is zero at the silicon. So $D(a^+)=0$ and $D(a^-)=-4\pi N$. This value holds all the way from the sheet to the gate, and

$$\phi(0)-\phi(L)=\int_0^L E\,dz=-\frac{4\pi N a}{\kappa}. \tag{4}$$

The minus sign means that positive charge requires a more negative gate. The gate then carries $N$ negative charges per area, which terminate all the field lines of the sheet and leave none for the silicon.

Two limits show what matters. For $a\to0$ the charge sits on the gate and is compensated there without a potential drop. For $a=L$ it sits at the silicon, and the shift is proportional to the whole insulator thickness. In between, the part of the insulator behind the sheet, towards the silicon, has no influence, because it contains no field at flat band. This is the origin of the intercept shift: making the oxide thicker behind a charged hafnia interface does not change what that interface contributes.

### Any layers, any fixed charge

Now let $\kappa$ depend on $z$ and let the charge be spread out. Integrating (1) from $z$ to the silicon, where $D$ vanishes, gives

$$0-D(z)=4\pi\int_z^L\rho(z')\,dz',$$

and therefore

$$D(z)=-4\pi\int_z^L\rho(z')\,dz'. \tag{5}$$

Since $E=D/\kappa$,

$$\phi(0)-\phi(L)=-4\pi\int_0^L\frac{dz}{\kappa(z)}\int_z^L\rho(z')\,dz'. \tag{6}$$

The double integral covers the region $0<z<z'<L$. For a given $z'$, the variable $z$ runs from $0$ to $z'$. Doing the $z$ integral first leaves

$$\phi(0)-\phi(L)=-4\pi\int_0^L\rho(z')\,s(z')\,dz',\qquad s(z')=\int_0^{z'}\frac{dz}{\kappa(z)}. \tag{7}$$

Each charge is weighted by $s$, its distance from the gate with every layer divided by its permittivity. For constant $\kappa$ and a sheet at $a$, $s=a/\kappa$ and (4) returns.

The same function fixes the capacitance. If a small extra charge $\sigma$ per area is put on the gate and its counter-charge sits at the silicon surface, $D$ rises by $4\pi\sigma$ throughout the insulator. The voltage rises by $4\pi\sigma s(L)$, so the capacitance per area is

$$C=\frac{1}{4\pi s(L)}. \tag{8}$$

A capacitance measurement thus supplies the weight that belongs to charge at the silicon surface. It does not by itself give the weight of charge higher in the stack.

### The hafnia-oxide stack

Let the hafnia have thickness $t_h$ and permittivity $\kappa_h$, and the silicon dioxide thickness $t$ and permittivity $\kappa_o$. The equivalent thickness of a layer is the thickness of silicon dioxide that would have the same capacitance. For the hafnia and for the whole stack these are

$$x_h=\frac{\kappa_o t_h}{\kappa_h},\qquad x=x_h+t. \tag{9}$$

Let $N_i$ be the density of positive charges at the hafnia-oxide interface and $N_s$ that at the oxide-silicon interface. Negative charge is described by a negative density. The weights follow from (7):

$$s_i=\frac{t_h}{\kappa_h}=\frac{x_h}{\kappa_o},\qquad
s_s=\frac{t_h}{\kappa_h}+\frac{t}{\kappa_o}=\frac{x}{\kappa_o}. \tag{10}$$

With the abbreviation $\beta=4\pi/\kappa_o$, equations (3), (7) and (10) give

$$V_{FB}=W_0-W_s-\beta\left(N_sx+N_ix_h\right). \tag{11}$$

Along the bevel $t$ changes while $t_h$ does not. Assume that $N_i$, $N_s$ and $W_0$ are the same for all oxide thicknesses. The hafnia term in (11) is then a constant, and $V_{FB}$ is a straight line in $x$ with slope $-\beta N_s$. Define the effective work function as the intercept at $x=0$ plus the silicon work function:

$$W_{\rm eff}=V_{FB}(x\to0)+W_s=W_0-\beta N_ix_h. \tag{12}$$

The shift due to charge at the hafnia-oxide interface is therefore

$$\boxed{\Delta W_{\rm eff}=-\frac{4\pi N_i}{\kappa_o}\,x_h.} \tag{13}$$

This is the stated proportionality. Comparing stacks with different hafnia thicknesses requires a further assumption, that $N_i$ does not itself change with $t_h$. A single bevel does not need it.

Since $x_h/\kappa_o=t_h/\kappa_h$, the shift can also be written $-4\pi N_it_h/\kappa_h$. This is the charge $N_i$ divided by the capacitance per area of the hafnia alone, $\kappa_h/(4\pi t_h)$. The oxide permittivity appears in (13) because thickness is expressed as an equivalent amount of silicon dioxide.

### Limits of the formula

If $t_h\to0$ at fixed $N_i$, the charge reaches the gate and its effect disappears. If $\kappa_h\to\infty$, the hafnia supports no potential drop for a finite $D$, and the effect again disappears. If $\kappa_h=\kappa_o$, then $x_h=t_h$, and (13) is the single-dielectric result (4) with $a=t_h$.

The point $x=0$ is not a capacitor that could be made with this hafnia. The smallest possible $x$ is $x_h$, reached when the oxide has gone. There both charges lie at the same plane, and (11) contains $(N_i+N_s)x_h$. The extension from $x_h$ to zero is algebraic: it removes the term $N_sx$ but leaves $N_ix_h$ at the value set by the real hafnia.

It therefore matters what is plotted on the horizontal axis. Substituting $x=t+x_h$ in (11) gives

$$V_{FB}=W_0-W_s-\beta N_st-\beta(N_i+N_s)x_h. \tag{14}$$

Against the oxide thickness $t$ the slope is the same, but the intercept also contains $N_s$. The part due to $N_i$ is $-\beta N_ix_h$ on either axis. The two conventions differ by $\beta N_sx_h$, which must not be assigned to the gate.

A different experiment keeps the oxide fixed and varies the hafnia. Then $x_h=x-t$ with $t$ constant, and

$$V_{FB}=W_0-W_s-\beta(N_s+N_i)x+\beta N_it. \tag{15}$$

Now $N_i$ enters the slope, and its contribution to the intercept is positive and proportional to the oxide thickness. Equation (13) belongs to the bevelled oxide and cannot be used for a bevelled hafnia.

### Numbers for one bevel

Take $\kappa_o=3.9$, $\kappa_h=20$, $t_h=3.00$ nm, $N_i=5\times10^{12}$ cm$^{-2}$ and $N_s=5\times10^{11}$ cm$^{-2}$. The gate has $W_0=4.600$ eV. The oxide thicknesses are 2, 4, 6 and 8 nm. These are round model parameters.

The silicon is p-type with $N_A=10^{17}$ cm$^{-3}$ fully ionized acceptors, at temperature $T=300$ K. Its electron affinity $\chi$ is 4.05 eV and its gap $E_g$ is 1.12 eV. For a nondegenerate valence band with effective density of states $N_v=3\times10^{19}$ cm$^{-3}$, neutrality requires

$$N_A=N_v\exp\left[-(E_F-E_v)/k_BT\right],$$

so $E_F-E_v=k_BT\ln(N_v/N_A)$. The valence-band edge lies $\chi+E_g$ below the local vacuum level, and the Fermi level is above that edge. Consequently

$$W_s=\chi+E_g-k_BT\ln\frac{N_v}{N_A}=5.0225\ {\rm eV}. \tag{16}$$

Real boron at this density and temperature is about 93% ionized, which lowers $W_s$ by 0.002 eV, so the last two digits in (16) belong to the model. The equivalent thickness of the hafnia is

$$x_h=\frac{3.9}{20}\times3.00\ {\rm nm}=0.585\ {\rm nm}=5.85\ \text{angstrom}.$$

In SI form the quantity $\beta N$ is $eN/(\kappa_o\varepsilon_0)$, where $\varepsilon_0$ is the vacuum permittivity. For $N_s$ it is 0.0232 V/nm. For $N_i$, ten times as large, it is 0.2320 V/nm, or 0.0232 V/angstrom. The intercept shift is

$$\Delta W_{\rm eff}=-0.2320\times0.585\ {\rm eV}=-0.1357\ {\rm eV},$$

and the effective work function is $4.6000-0.1357=4.4643$ eV.

For the thinnest oxide, $x=2.000+0.585=2.585$ nm. Equation (11) gives

$$V_{FB}=4.600-5.0225-0.0232\times2.585-0.1357=-0.618\ {\rm V}.$$

For the thickest, $x=8.585$ nm and $V_{FB}=-0.757$ V. The change along the bevel, $-0.139$ V, comes from $N_s$ alone in this model, although $N_i$ is ten times larger. The charge with the larger density is invisible in the slope and appears in the intercept.

Equation (11) was tested against a numerical solution of Poisson's equation for these four stacks, with the silicon represented as a linearly screening medium. Flat band was located as the gate voltage at which the silicon surface potential is zero, and $x$ was taken from the computed capacitance. The fitted line has slope $-0.0232$ V/nm and gives $W_{\rm eff}=4.4643$ eV. With $N_i$ removed and everything else held fixed, it gives 4.6000 eV. Plotted against $t$ instead, the data with $N_i$ present give 4.4507 eV, lower by $0.0232\times0.585=0.0136$ eV, as (14) requires.

A second test changes the hafnia but not its equivalent thickness. A layer of 2.4 nm with permittivity 16 has $3.9\times2.4/16=0.585$ nm. With the same charges, the numerical solution again gives 4.4643 eV. In this model the equivalent thickness determines the shift; physical thickness and permittivity do not enter separately.

## Second half: other sources of the intercept and the limits of the model

### Symbols and results carried over

The hafnia has thickness $t_h$, permittivity $\kappa_h$ and equivalent thickness $x_h=\kappa_ot_h/\kappa_h$. The silicon dioxide has thickness $t$ and permittivity $\kappa_o$, and $x=x_h+t$. Positive charge densities $N_i$ and $N_s$ lie at the hafnia-oxide and oxide-silicon interfaces. With $\beta=4\pi/\kappa_o$,

$$V_{FB}=W_0-W_s-\beta(N_sx+N_ix_h),\qquad W_{\rm eff}=W_0-\beta N_ix_h. \tag{17}$$

A general fixed charge $\rho(z)$ contributes $-4\pi\int\rho s\,dz$ to $V_{FB}$, where $s(z)$ is the distance from the gate with each layer divided by its permittivity. The example has $t_h=3$ nm, $x_h=0.585$ nm, oxide from 2 to 8 nm, $\beta N_i=0.2320$ V/nm and $\beta N_s=0.0232$ V/nm. Its shift due to $N_i$ is $-0.1357$ eV.

### A dipole at the same interface

Put a sheet of $-P$ charges per area at the hafnia-oxide interface and a sheet of $+P$ a distance $d$ below it, inside the oxide. The weights are $x_h/\kappa_o$ and $(x_h+d)/\kappa_o$. Their contribution to the voltage is

$$-\beta\left[-Px_h+P(x_h+d)\right]=-\beta Pd. \tag{18}$$

The hafnia thickness cancels because the total charge is zero: no field from the pair reaches the gate. For $P=2\times10^{13}$ cm$^{-2}$ and $d=0.20$ nm, $\beta P$ is four times $\beta N_i$, and the step is $-4\times0.2320\times0.20=-0.1856$ eV. The numerical Poisson solution gives this value for hafnia of 2, 3 and 4 nm.

A dipole can therefore produce an intercept shift as large as that of the interface charge, and a single bevel cannot tell them apart. Both leave the slope alone, and both add a constant. The limit $t_h\to0$ separates them in principle: the charge term vanishes and the dipole step remains.

### Several hafnia thicknesses

That limit can be reached by extrapolation. Prepare several bevels, each with its own hafnia thickness, and plot their $W_{\rm eff}$ against $x_h$. If $N_i$ and $W_0$ are the same in all of them, (17) is a straight line of slope $-\beta N_i$ with intercept $W_0$, which includes any fixed dipole.

For hafnia of 2, 3 and 4 nm, $x_h$ is 0.390, 0.585 and 0.780 nm. The computed effective work functions are 4.5095, 4.4643 and 4.4190 eV. The outer points give the slope

$$\frac{4.4190-4.5095}{0.780-0.390}=-0.232\ {\rm eV/nm},$$

which is $-\beta N_i$ for $N_i=5.0\times10^{12}$ cm$^{-2}$. Extending the line from the first point gives $4.5095+0.232\times0.390=4.600$ eV, the value of $W_0$ that was put in.

This answers the opening question for the example. Going from 3 nm to 2 nm of hafnia raises the effective work function by $4.5095-4.4643=0.0452$ eV. A number carried over unchanged would be wrong by that amount.

The assumption of equal $N_i$ carries weight. If $N_i$ were inversely proportional to $t_h$, the product $N_ix_h$ would be constant, and the charge would look like a dipole. The series identifies a thickness dependence; assigning that dependence to a fixed sheet of charge is a further inference.

On a bevelled oxide, charge at the hafnia-oxide interface shifts the intercept in proportion to the equivalent thickness of the hafnia, while a fixed dipole shifts it by a constant, and a series of hafnia thicknesses separates the two if the charge and $W_0$ are common to the series. What remains is to see how the intercept is affected by charge that is spread out, displaced, discrete or uneven along the bevel, and by the measured thickness, gate screening and temperature.
